# Peak of the height spectrum of an unstable surface grown from flat

## Problem

Atoms are deposited on an initially flat surface at \(F\) layers per second. Each atom occupies a site of area \(A\) and adds a layer height \(d\) there. An extra barrier at descending steps makes adatoms attach preferentially to ascending steps, so that a tilted surface carries a net uphill current (the Villain instability). Let \(h(\mathbf r,t)\) be the height measured from its growing mean \(Fdt\). For small slopes, and on scales larger than the adatom diffusion length \(\ell\), take the surface current, in volume per unit length and time, to be

\[
\mathbf J=\nu\nabla h+K\nabla(\nabla^2h),\qquad \nu>0,\; K>0 .
\]

The first term is the uphill current and the second smooths the surface. Atoms arrive independently, at random places and times.

(a) Find the growth rate \(\sigma(k)\) of a Fourier mode and the strength of the deposition noise.

(b) Find the power spectrum \(S(k,t)\). Show that at every \(t>0\), and not only at late times, it is largest at the wavenumber that grows fastest. Find that wavenumber.

(c) How high and how sharp is the peak at early and at late times?

(d) Which assumptions does the result need, and what happens to the peak without them?

(e) Evaluate the results after 1, 20 and 60 layers for \(F=0.01\) layers/s, \(d=0.18\) nm, \(A=0.065\) nm², \(\ell=5\) nm, \(\nu=0.1\) nm²/s and \(K=5\) nm⁴/s. These are round numbers for a model surface; only \(d\) and \(A\) are taken close to those of copper (100). Estimate the effects that the model neglects.

## Solution

### (a) Growth rate and noise

Material is conserved after it lands, so the height changes by the divergence of the current and by the fluctuation \(\eta\) of the deposition about its mean:

\[
\frac{\partial h}{\partial t}=-\nabla\cdot\mathbf J+\eta=-\nu\nabla^2h-K\nabla^4h+\eta .
\]

Take a periodic substrate of area \(L^2\) and define \(h_{\mathbf k}=\int d^2r\,e^{-i\mathbf k\cdot\mathbf r}h\). Then \(\nabla^2\to-k^2\) and \(\nabla^4\to k^4\), which gives

\[
\dot h_{\mathbf k}=\sigma(k)\,h_{\mathbf k}+\eta_{\mathbf k},\qquad \sigma(k)=\nu k^2-Kk^4 .
\]

The uphill current feeds the mode and the smoothing current damps it.

For the noise, suppose that \(N\) atoms land during a short time \(\Delta t\) at positions \(\mathbf r_j\). Each adds a volume \(Ad\), so \(h_{\mathbf k}\) receives the kick \(Ad\sum_je^{-i\mathbf k\cdot\mathbf r_j}\). The positions are independent and uniform, and the average of \(e^{-i\mathbf k\cdot\mathbf r}\) over the substrate vanishes for every allowed \(\mathbf k\neq0\). The cross terms between different atoms therefore average to zero, while each of the \(N\) diagonal terms equals one:

\[
\Big\langle\Big|Ad\sum_je^{-i\mathbf k\cdot\mathbf r_j}\Big|^2\Big\rangle=A^2d^2\langle N\rangle=A^2d^2\,\frac{FL^2\Delta t}{A}=Fd^2A\,L^2\Delta t .
\]

Kicks in different time intervals are independent. Hence

\[
\langle\eta_{\mathbf k}(t)\eta^*_{\mathbf k}(t')\rangle=2D\,L^2\,\delta(t-t'),\qquad 2D=Fd^2A .
\]

The strength does not depend on \(\mathbf k\): the noise is white in space as well as in time.

### (b) The spectrum and its peak

Define the power per mode as \(S(k,t)=\langle|h_{\mathbf k}|^2\rangle/L^2\), where the average runs over many growth runs. The surface starts flat, \(h_{\mathbf k}(0)=0\), so the mode equation has the solution

\[
h_{\mathbf k}(t)=\int_0^tds\,e^{\sigma(t-s)}\eta_{\mathbf k}(s).
\]

Multiply by the complex conjugate and average. The delta function removes one of the two time integrals. With the age of a kick, \(u=t-s\), as the new variable,

\[
S(k,t)=2D\int_0^tdu\,e^{2\sigma(k)u}=D\,\frac{e^{2\sigma(k)t}-1}{\sigma(k)} .
\]

At \(\sigma=0\) the integral gives \(2Dt\), which is also the limit of the last expression.

Now compare two wavenumbers at the same time:

\[
S(k,t)-S(k',t)=2D\int_0^tdu\left[e^{2\sigma(k)u}-e^{2\sigma(k')u}\right].
\]

If \(\sigma(k)>\sigma(k')\), the bracket is positive for every \(u>0\), whatever the signs of the two rates, and the difference is positive for every \(t>0\). If the rates are equal, the difference is zero. At any fixed \(t>0\) the spectrum thus ranks the modes in the same order as \(\sigma\) does, and its maxima are the maxima of \(\sigma\).

Physically, all modes receive kicks of the same mean square strength at all times. A kick of age \(u\) has had its power multiplied by \(e^{2\sigma u}\), and for each age this factor is largest for the fastest mode. That mode leads in every contribution to the sum, so it need not wait for the exponential to become large.

To find the maximum, complete the square in \(k^2\):

\[
\sigma(k)=\frac{\nu^2}{4K}-K\left(k^2-\frac{\nu}{2K}\right)^2 .
\]

Expanding the square returns \(\nu k^2-Kk^4\). The maximum is therefore at

\[
k^*=\sqrt{\frac{\nu}{2K}},\qquad \sigma^*=\frac{\nu^2}{4K},\qquad \lambda^*=\frac{2\pi}{k^*}.
\]

This proves the claim: \(S(k,t)\) peaks on the ring \(|\mathbf k|=k^*\) at every \(t>0\).

Besides the white noise and the flat start, the argument used only that \(\sigma\) is real and constant in time, not its form. Two other cases follow.

- *Stable surface.* If \(\nu<0\), then \(\sigma=-|\nu|k^2-Kk^4\) is largest at \(k=0\). The spectrum decreases with \(k\) at all times, and no wavelength is selected.
- *Fourfold anisotropy.* Let \(K\) depend on the direction \(\theta\) of \(\mathbf k\) as \(K(\theta)=K(1+\epsilon\cos4\theta)\), with \(0<\epsilon<1\). Along each direction the largest rate is \(\nu^2/4K(\theta)\), so the overall maxima lie where \(\cos4\theta=-1\). The ring is replaced by four points, and the spectrum peaks at these points from the start.

### (c) Height and sharpness of the peak

The position of the peak is fixed, but its visibility is not. Compare it with the long-wave limit, where \(\sigma\to0\) and \(S\to2Dt\):

\[
\frac{S(k^*,t)}{S(0,t)}=\frac{e^{x}-1}{x},\qquad x=2\sigma^*t .
\]

For \(x\ll1\) this is \(1+x/2=1+\sigma^*t\), a weak maximum just above the long-wave level. The spectrum is nearly flat only where \(|\sigma|t\ll1\); at larger \(k\) the smoothing current has already lowered it. For \(x\gg1\) it grows as \(e^x/x\).

For the width, put \(k=k^*+q\) with \(|q|\ll k^*\). Then \(k^2-k^{*2}\approx2k^*q\), and the completed square gives

\[
\sigma\approx\sigma^*-4Kk^{*2}q^2=\sigma^*-2\nu q^2 .
\]

The response of the spectrum to a change of rate is

\[
g\equiv\left.\frac{\partial\ln S}{\partial\sigma}\right|_{\sigma^*}=\frac{2t\,e^{x}}{e^{x}-1}-\frac1{\sigma^*}=\frac{2t}{1-e^{-x}}-\frac1{\sigma^*} .
\]

Therefore \(\ln S\approx\ln S(k^*)-2\nu g\,q^2\). Writing the last term as \(-q^2/2w^2\) defines the width \(w\):

\[
\frac1{w^2}=4\nu g .
\]

At early times \(1/(1-e^{-x})\approx1/x+1/2\). The term \(2t/x=1/\sigma^*\) cancels, leaving \(g\approx t\). At late times \(g\approx2t\). The peak thus narrows as \(t^{-1/2}\) in both limits, with \(w\approx(4\nu t)^{-1/2}\) first and \(w\approx(8\nu t)^{-1/2}\) later. While \(w\) is not small compared with \(k^*\), it describes the curvature at the top and not the full shape.

### (d) What the result needs

**Power per mode.** In two dimensions one may sum the power over all directions, which gives a spectrum proportional to \(kS\). This is a different function with a different peak. More generally, let \(S\) be multiplied by a smooth factor \(f(k)\). The new maximum satisfies

\[
\frac{f'(k)}{f(k)}+\frac{\partial\ln S}{\partial\sigma}\,\sigma'(k)=0 .
\]

Near \(k^*\), \(\sigma'\approx-4\nu q\) and \(\partial\ln S/\partial\sigma\approx g\), so a small displacement is

\[
q\approx\frac{1}{4\nu g}\,\frac{f'(k^*)}{f(k^*)}=w^2\,\frac{f'(k^*)}{f(k^*)} .
\]

Since \(g\) rises from \(t\) to \(2t\), it falls as \(1/t\) in each limit, with a coefficient that halves between them. For \(f=k\) it is \(w^2/k^*\). The ring-summed spectrum therefore reaches \(k^*\) only asymptotically.

**White noise.** If the noise strength is \(2Df(k)\), the same formula applies. For \(t\to0\), \(S\to2Dt\,f(k)\), and the peak is set by the noise instead of the instability.

**Flat start.** An initial spectrum \(S_0(k)\), uncorrelated with the later noise, adds \(S_0(k)e^{2\sigma t}\). If \(S_0\) is constant, this term also increases with \(\sigma\), and the result survives. If \(S_0\) depends on \(k\), the peak can be displaced.

**Small slopes.** The modes are independent only while the equation is linear. The result says nothing about later coarsening of the mounds.

**Allowed modes.** On a finite substrate the peak is at the allowed mode with the largest \(\sigma\), which is close to \(k^*\) when \(L\gg\lambda^*\), but generally not equal to it.

### (e) Numbers

The basic quantities are

\[
2D=0.01\times0.18^2\times0.065=2.11\times10^{-5}\ \text{nm}^4/\text{s},
\]

\[
k^*=\sqrt{\frac{0.1}{2\times5}}=0.100\ \text{nm}^{-1},\qquad \lambda^*=62.8\ \text{nm},
\]

\[
\sigma^*=\frac{0.1^2}{4\times5}=5.0\times10^{-4}\ \text{s}^{-1}.
\]

The growth time \(1/\sigma^*\) is 2000 s, or 20 layers. After 1, 20 and 60 layers \(x\) is 0.1, 2 and 6. After 60 layers, for instance,

\[
S(k^*)=\frac{1.053\times10^{-5}}{5.0\times10^{-4}}\,(e^6-1)=8.48\ \text{nm}^4,\qquad \frac{S(k^*)}{S(0)}=\frac{e^6-1}{6}=67.1 .
\]

| Layers | \(S(k^*)\) (nm⁴) | \(S(k^*)/S(0)\) | \(w\) (nm⁻¹) |
|---|---|---|---|
| 1 | 0.00221 | 1.05 | 0.157 |
| 20 | 0.135 | 3.19 | 0.031 |
| 60 | 8.48 | 67.1 | 0.016 |

After one layer the peak is at \(k^*\) but stands only 5% above the long-wave level, and \(w\) exceeds \(k^*\). After 60 layers it is narrow and dominant.

Three numerical tests support these formulas.

- The height covariance was integrated in real space, without Fourier modes, on a one-dimensional ring of 60 points spaced by 10 nm. At 1, 100, 2000 and 6000 s its spectrum agreed with the formula, using the lattice growth rates, to a relative \(5\times10^{-13}\), and its maximum was at the mode with the largest rate.
- Random Poisson deposition on 64 copies of a 32 × 32 grid of 10 nm cells gave, after 1000 s, a power 1.019 times the predicted one, averaged over the modes with lattice wavenumber below 0.14 nm⁻¹. The sampling error is between 1% and 2%.
- Direct quadrature of the age integral at five times from 1 to 6000 s placed the continuum peak at \(k^*\) within a relative \(1.4\times10^{-7}\).

**Ring-summed spectrum.** The peak of \(kS\) lies at 0.168, 0.108 and 0.102 nm⁻¹ after 1, 20 and 60 layers. The displacement formula gives \(0.0158^2/0.100=0.0025\) nm⁻¹ for the last case, in agreement with the computed 0.0024 nm⁻¹. After one layer the displacement is not small and the formula does not apply.

**Noise from adatom hops.** Between absorbing steps a distance \(\ell\) apart, the adatom density \(n\) obeys \(D_sn''=-F/A\), where \(D_s\) is the adatom diffusion coefficient. Thus, at a distance \(y\) from one step, \(n=Fy(\ell-y)/(2AD_s)\), with mean \(F\ell^2/(12AD_s)\). A random displacement \(\delta\mathbf r\) of one adatom changes \(h_{\mathbf k}\) by a quantity of modulus \(Ad\,|\mathbf k\cdot\delta\mathbf r|\), whose mean square per unit time is \(2D_sA^2d^2k^2\). Multiplying by the mean density and dividing by \(Fd^2A\) gives the relative noise strength

\[
\frac{2D_sA^2d^2k^2}{Fd^2A}\,\frac{F\ell^2}{12AD_s}=\frac{\ell^2k^2}{6}.
\]

At \(k^*\) this is \(0.25/6=0.042\). The estimate lets both steps absorb freely. If the extra barrier closed the descending step completely, the mean density and this term would be four times larger; for \(\mathbf k\) across the steps the hops would then leave no noise in the final positions, since every atom ends at the ascending step. Taken alone, the term overstates the change in the total noise, because the same hops also blur the arrival fluctuations. For two absorbing steps this lowers the deposition noise by the same fraction to order \(k^2\). For fully independent adatoms the two effects cancel: the atoms end at independent positions, and each still contributes \(A^2d^2\) to the mean square.

**Noise from island nucleation.** Suppose that one island forms per cell of side \(\ell\) in each layer and gathers the cell's volume \(\ell^2d\) at its centre. A uniform cell has \(\langle x^2\rangle=\ell^2/12\), so for \(\mathbf k\) along a side its Fourier factor is about \(1-k^2\ell^2/24\). Gathering the material changes the mode by \(\ell^2d\,k^2\ell^2/24\). With \(F/\ell^2\) events per unit area and time, the strength relative to deposition noise is

\[
\frac{F}{\ell^2}\,\frac{(\ell^2d\,k^2\ell^2/24)^2}{Fd^2A}=\frac{\ell^6k^4}{576A},
\]

which is also 0.042 at \(k^*\), by coincidence of the chosen numbers. This is a rough scale and not a bound. Irregular island positions and unequal capture areas can make the noise much larger. Later filling of the layer works the other way: it undoes the rearrangement, and does so completely if every island ends by filling the cell from which it gathered its atoms.

With both sources added in full to the deposition noise, and the blurring ignored, the peak is at 0.175, 0.102 and 0.101 nm⁻¹ after 1, 20 and 60 layers. With these estimates the first-layer peak moves by 75%. The instability has hardly shaped the spectrum yet, and the added noise grows from 8% of the deposition noise at \(k^*\) to 52% at the shifted peak. There \((k\ell)^2=0.77\), so the long-wave expansion is no longer reliable and the size of this shift is only indicative.

**Substrate roughness.** Let the initial height correlation be \(\rho^2e^{-r^2/\xi^2}\). Its Fourier transform is \(S_0=\pi\rho^2\xi^2e^{-k^2\xi^2/4}\). For \(\rho=0.01\) nm and \(\xi=20\) nm, \(S_0(0)=\pi\times10^{-4}\times400=0.126\) nm⁴, far above the 0.0022 nm⁴ that deposition supplies at \(k^*\) in one layer. The peak is then at \(k=0\) after one layer, at 0.089 nm⁻¹ after 20 and at 0.097 nm⁻¹ after 60. For this \(\xi\), an initial roughness of 0.0063 nm already contributes as much as deposition at \(k^*\) after 20 layers. In this example the rough start displaces the peak more than the extra noise estimated above does, at all three times. Stronger nucleation noise could reverse this order.

**Slopes.** The current stops being proportional to slope when the terrace width \(d/|\nabla h|\) falls to about \(\ell\), that is, at a slope near \(0.18/5=0.036\). With wavenumbers up to \(\pi/\ell\) included, the rms slope from deposition noise is 0.0074 after 60 layers. It would reach 0.036 after about 94 layers, but the linear peak height fails well before that. With \(r=|\nabla h|\,\ell/d\), a saturating current \(\nu\nabla h/(1+r^2)\) lowers the power near \(k^*\) by about 15% at 60 layers, and \(\nu\nabla h/(1+r)\) lowers it by about 10% at 20 layers and by more than half at 60. The mean wavenumber of the peak falls by only about 1% and 4% at 60 layers, so the position of the peak is more robust than its height. The rough substrate above raises the slope at 60 layers to 0.013.

**Higher gradients.** The expansion parameter is \((k^*\ell)^2=0.25\), which is not very small. For example, a further term \(-F\ell^6k^6\) in \(\sigma\) would move its maximum from 0.100 to 0.086 nm⁻¹. With the opposite sign the same term would leave no maximum at all, and the expansion could not be stopped there. If the full growth rate has a maximum, the spectrum still peaks at it.

**The real case.** The values of \(d\) and \(A\) are close to those of copper (100), and \(F\) is an ordinary slow deposition rate. The length \(\ell\) is a model value. It varies with temperature and flux, and on copper (100) at room temperature it is probably larger. The coefficients \(\nu\) and \(K\) are chosen, not measured; they lie near the dimensional scales \(F\ell^2=0.25\) nm²/s and \(F\ell^4=6\) nm⁴/s. The wavelength of 63 nm is thus a property of this model and not a prediction for copper. The computed rms height, 0.013 nm after 20 layers and 0.074 nm after 60, is below one atomic layer. It describes heights averaged over areas larger than \(\ell^2\), not the islands and steps within them, and \(\nu\) and \(K\) must be read as averages over the completion of a layer. Real substrates have steps and correlated roughness. In the example above, 0.01 nm of such roughness lowers the peak wavenumber by 11% after 20 layers and by 3% after 60. That roughness is far below one step height, and rougher starts do more. For \(\rho=0.09\) nm and \(\xi=50\) nm the peak is still at \(k=0\) after 20 layers and at 0.070 nm⁻¹ after 60; for \(\rho=0.09\) nm and \(\xi=20\) nm the rms slope reaches 0.036 after about 40 layers. A measured peak that drifts at early times therefore does not by itself contradict a linear instability with a fixed \(k^*\).

The table, the three tests and the peak positions for the ring sum, the added noise and the 0.01 nm substrate are in the numerical output.

## Computed values

```
flux F = 0.01 layers/s, layer height d = 0.18 nm
site area A = 0.065 nm^2, diffusion length = 5.0 nm
nu = 0.1 nm^2/s, K = 5.0 nm^4/s
noise strength 2D = 2.1060e-05 nm^4/s
fastest wavenumber k* = 0.1000 1/nm
mound wavelength = 62.83 nm
largest rate sigma* = 5.000e-04 1/s
growth time 1/sigma* = 2000 s = 20 layers
ring covariance: largest relative error = 5.1e-13
Poisson deposition: measured/predicted S = 1.019
peak from quadrature, 1 s to 6000 s: max rel. offset = 1.4e-07
--- after 1 layers, t = 100 s
S(k*) = 2.2149e-03 nm^4
contrast S(k*)/S(0) = 1.052
peak width w = 0.1568 1/nm
rms height = 0.0033 nm
rms slope = 0.00076
peak of k S(k) = 0.1684 1/nm
peak with diffusion+nucleation noise = 0.1753 1/nm
peak with rough substrate = 0.0000 1/nm
--- after 20 layers, t = 2000 s
S(k*) = 1.3455e-01 nm^4
contrast S(k*)/S(0) = 3.195
peak width w = 0.0309 1/nm
rms height = 0.0132 nm
rms slope = 0.00157
peak of k S(k) = 0.1079 1/nm
peak with diffusion+nucleation noise = 0.1022 1/nm
peak with rough substrate = 0.0891 1/nm
--- after 60 layers, t = 6000 s
S(k*) = 8.4752e+00 nm^4
contrast S(k*)/S(0) = 67.071
peak width w = 0.0158 1/nm
rms height = 0.0739 nm
rms slope = 0.00744
peak of k S(k) = 0.1024 1/nm
peak with diffusion+nucleation noise = 0.1006 1/nm
peak with rough substrate = 0.0969 1/nm
--- neglected effects
slope limit d/ell = 0.0360
rms slope reaches it at 9440 s = 94.4 layers
diffusion noise / deposition noise at k* = 0.0417
nucleation noise / deposition noise at k* = 0.0417
gradient parameter (k* ell)^2 = 0.250
substrate rms = 0.01 nm, correlation length = 20.0 nm
rms slope, rough substrate, 60 layers = 0.01257
substrate rms equal to noise at k*, 20 layers = 0.0063 nm
```
